**Valley Hall conductivity of massive Dirac bands: numerical test**

For \(H_\tau=v(\tau k_x\sigma_x+k_y\sigma_y)+m\sigma_z\), the intrinsic Hall conductivity of one valley and one spin at zero temperature is \(-(\tau/2)\,m/\max(|m|,|\mu|)\) in units of \(e^2/h\). Here \(\tau=\pm1\) is the valley index, \(v\) the velocity, \(m\) half the gap with its sign, and \(\mu\) the chemical potential measured from midgap. The program asserts the Berry curvature against small closed loops of state overlaps, and the sign and size of the anomalous velocity against time evolution under a slow force. It asserts the conductivity against quadrature of the interband formula with diagonalized states, for both valleys, both signs of \(m\), and \(\mu\) in the gap and in either band. Further assertions cover the electron density by counting states, the flux within a disc, the Berry phase of the Fermi circle, and the vanishing charge Hall conductivity. For \(m=0.10\) eV, \(v=3.0\) eV Å and \(n=0.0010\) Å\(^{-2}\), the output shows a valley Hall conductivity, summed over two spins, of \(-2.00\,e^2/h\) in the gap and \(-1.02\,e^2/h\) in the doped band. On a honeycomb lattice the two valleys give opposite values near one half, and the deviation from one half falls nearly in proportion to \(m\).

## Verification by program

```python
# Result under test: for H = v(tau kx sx + ky sy) + m sz the intrinsic Hall
# conductivity of one valley and one spin at zero temperature is
#     sigma_xy = -(tau/2) m / max(|m|,|mu|)   in units of e^2/h,
# and the valley Hall conductivity, summed over two spins, is
#     sigma_v = 2 [sigma_xy(tau=+1) - sigma_xy(tau=-1)].
# tau: valley index, v: velocity (eV angstrom, hbar = 1), m: half gap (eV),
# mu: chemical potential from midgap (eV), k: wave number (1/angstrom).
# Berry curvature Omega = dx Ay - dy Ax with A = i<u|grad u>.
# Band index 0 is the valence band, 1 the conduction band.
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e as charge, h as planck

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)
SZ = np.array([[1, 0], [0, -1]], complex)
v, m, density = 3.0, 0.10, 1.0e-3


def dirac(kx, ky, tau, mass):
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    return (v * tau * kx[..., None, None] * SX
            + v * ky[..., None, None] * SY + mass * SZ)


def interband_curvature(H, Hx, Hy, band):
    """Curvature from diagonalized states and velocity matrix elements."""
    E, U = np.linalg.eigh(H)
    Ud = np.conj(np.swapaxes(U, -1, -2))
    vx, vy = Ud @ Hx @ U, Ud @ Hy @ U
    other = 1 - band
    gap = E[..., 1] - E[..., 0]
    return -2 * np.imag(vx[..., band, other] * vy[..., other, band]) / gap**2


def curvature_formula(k, tau, mass, band):
    sign = 1 if band == 0 else -1
    return sign * tau * v**2 * mass / (2 * (mass**2 + v**2 * k**2)**1.5)


def loop_phase(kx, ky, tau, mass, band):
    """Berry phase of a closed counterclockwise loop from state overlaps."""
    u = np.linalg.eigh(dirac(kx, ky, tau, mass))[1][:, :, band]
    links = np.sum(np.conj(u) * np.roll(u, -1, axis=0), axis=1)
    return -np.angle(np.prod(links / np.abs(links)))


# Curvature: small closed loops against the closed formula
kx0, ky0, side = 0.02, 0.03, 1.0e-4
square_x = kx0 + side * np.array([-0.5, 0.5, 0.5, -0.5])
square_y = ky0 + side * np.array([-0.5, -0.5, 0.5, 0.5])
for tau in (1, -1):
    for band in (0, 1):
        from_loop = loop_phase(square_x, square_y, tau, m, band) / side**2
        formula = curvature_formula(np.hypot(kx0, ky0), tau, m, band)
        assert abs(from_loop / formula - 1) < 1e-4


# Anomalous velocity and its sign: real-time evolution under a slow force
def driven_velocity(force, tau, band, duration=2000.0, steps=20000):
    """x velocity at the end of a smooth ramp of dky/dt from 0 to force."""
    dt = duration / steps
    t = (np.arange(steps + 1)) * dt
    mid = t[:-1] + dt / 2

    def ky(time):
        moved = time / 2 - duration / (2 * np.pi) * np.sin(np.pi * time / duration)
        return ky0 + force * (moved - duration / 2)

    H = dirac(kx0, ky(mid), tau, m)
    eps = np.sqrt(m**2 + v**2 * (kx0**2 + ky(mid)**2))[:, None, None]
    step = np.cos(eps * dt) * np.eye(2) - 1j * np.sin(eps * dt) * H / eps
    psi = np.linalg.eigh(dirac(kx0, ky(0.0), tau, m))[1][:, band]
    for u in step:
        psi = u @ psi
    return np.real(np.vdot(psi, v * tau * SX @ psi))


force = 1.0e-6
velocity_ratio = []
for tau, band in ((1, 0), (-1, 1), (1, 1)):
    odd = (driven_velocity(force, tau, band) - driven_velocity(-force, tau, band)) / 2
    expected = -curvature_formula(np.hypot(kx0, ky0), tau, m, band) * force
    velocity_ratio.append(odd / expected)
    assert abs(odd / expected - 1) < 2e-3

# Flux of the interband curvature through a ring, by quadrature
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)
ANGLES = 2 * np.pi * (np.arange(6) + 0.25) / 6


def flux(tau, mass, band, k_in, k_out):
    scale = abs(mass) / v
    s_in = k_in / (k_in + scale)
    s_out = 1.0 if np.isinf(k_out) else k_out / (k_out + scale)
    s = s_in + (s_out - s_in) * (NODES + 1) / 2
    w = WEIGHTS * (s_out - s_in) / 2
    k, jac = scale * s / (1 - s), scale / (1 - s)**2
    H = dirac(np.outer(k, np.cos(ANGLES)), np.outer(k, np.sin(ANGLES)), tau, mass)
    omega = interband_curvature(H, v * tau * SX, v * SY, band)
    return 2 * np.pi * np.sum(w * jac * k * omega.mean(axis=1))


def hall_numeric(tau, mass, mu):
    """One valley, one spin, in e^2/h; occupied states found from energies."""
    if abs(mu) <= abs(mass):
        total = flux(tau, mass, 0, 0.0, np.inf)
    else:
        band = 1 if mu > 0 else 0
        kf = brentq(lambda k: np.linalg.eigvalsh(dirac(k, 0.0, tau, mass))[band] - mu,
                    0.0, 2 * abs(mu) / v, xtol=1e-14)
        if mu > 0:
            total = flux(tau, mass, 0, 0.0, np.inf) + flux(tau, mass, 1, 0.0, kf)
        else:
            total = flux(tau, mass, 0, kf, np.inf)
    return -total / (2 * np.pi)


def hall_formula(tau, mass, mu):
    return -0.5 * tau * mass / max(abs(mass), abs(mu))


for tau in (1, -1):
    for mass in (m, -m, 0.3):
        for mu in (0.0, 0.05, 0.17, 0.45, -0.17, -0.45):
            assert abs(hall_numeric(tau, mass, mu) - hall_formula(tau, mass, mu)) < 1e-7


def valley_hall(mu):
    return 2 * (hall_numeric(1, m, mu) - hall_numeric(-1, m, mu))


def charge_hall(mu):
    return 2 * (hall_numeric(1, m, mu) + hall_numeric(-1, m, mu))


# Doped example: density fixes the Fermi wave number and chemical potential
k_fermi = np.sqrt(np.pi * density)
mu_doped = np.sqrt(m**2 + v**2 * k_fermi**2)
box = 2.0e4
grid = 2 * np.pi / box * np.arange(-190, 191)
energies = np.linalg.eigvalsh(dirac(grid[:, None], grid[None, :], 1, m))[..., 1]
counted_density = 4 * np.count_nonzero(energies < mu_doped) / box**2
assert abs(counted_density / density - 1) < 2e-3  # finite box: edge fluctuations

sigma_gap, sigma_doped = valley_hall(0.0), valley_hall(mu_doped)
assert abs(sigma_gap + 2) < 1e-7
assert abs(sigma_doped + 2 * m / np.sqrt(m**2 + np.pi * v**2 * density)) < 1e-7
assert abs(charge_hall(0.0)) < 1e-7 and abs(charge_hall(mu_doped)) < 1e-7

# Flux inside a disc, the half-flux radius, and the Fermi-circle Berry phase
k_half = np.sqrt(3) * m / v
full_flux = flux(1, m, 0, 0.0, np.inf)
half_share = flux(1, m, 0, 0.0, k_half) / full_flux
assert abs(half_share - 0.5) < 1e-7
for k_disc in (0.02, 0.5):
    disc = np.pi * (1 - m / np.sqrt(m**2 + v**2 * k_disc**2))
    assert abs(flux(1, m, 0, 0.0, k_disc) - disc) < 1e-7
circle = 2 * np.pi * np.arange(2000) / 2000
fermi_phase = loop_phase(k_fermi * np.cos(circle), k_fermi * np.sin(circle), 1, m, 1)
assert abs(fermi_phase + np.pi * (1 - m / mu_doped)) < 1e-4
assert abs(fermi_phase - flux(1, m, 1, 0.0, k_fermi)) < 1e-4


# Honeycomb lattice with staggered potential: hopping 1, bond length 1
def lattice_valleys(mass, n=480):
    bonds = np.array([[0, 1], [np.sqrt(3) / 2, -0.5], [-np.sqrt(3) / 2, -0.5]])
    cell = np.array([bonds[1] - bonds[2], bonds[0] - bonds[2]])
    recip = 2 * np.pi * np.linalg.inv(cell).T
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
    k = (i[..., None] * recip[0] + j[..., None] * recip[1]) / n
    phases = np.exp(1j * k @ bonds.T)
    f = phases.sum(axis=-1)
    fx, fy = (1j * phases) @ bonds[:, 0], (1j * phases) @ bonds[:, 1]

    def matrix(off, diag):
        out = np.zeros(off.shape + (2, 2), complex)
        out[..., 0, 1], out[..., 1, 0] = off, np.conj(off)
        out[..., 0, 0], out[..., 1, 1] = diag, -diag
        return out

    omega = interband_curvature(matrix(f, mass), matrix(fx, 0), matrix(fy, 0), 0)
    area = abs(np.linalg.det(recip)) / n**2
    values = {}
    for half, point in ((i < j, (n // 3, 2 * n // 3)), (i > j, (2 * n // 3, n // 3))):
        assert abs(f[point]) < 1e-10  # the gap minimum sits at this point
        chirality = int(np.sign(-np.imag(np.conj(fx[point]) * fy[point])))
        values[chirality] = -np.sum(omega[half]) * area / (2 * np.pi)
    return values


lattice_a, lattice_b = lattice_valleys(0.10), lattice_valleys(0.05)
for values in (lattice_a, lattice_b):
    assert set(values) == {1, -1}
    assert abs(values[1] + values[-1]) < 1e-6
    assert -0.5 < values[1] < -0.4
deficit_ratio = (0.5 + lattice_a[1]) / (0.5 + lattice_b[1])
assert abs(deficit_ratio - 2) < 0.1

quantum_uS = charge**2 / planck * 1e6
print(f"half gap m = {m:.2f} eV, full gap = {2*m:.2f} eV")
print(f"velocity v = {v:.1f} eV angstrom")
print(f"electron density n = {density:.4f} angstrom^-2")
print(f"density by counting states in a box = {counted_density:.6f} angstrom^-2")
print(f"Fermi wave number = {k_fermi:.5f} angstrom^-1")
print(f"v times Fermi wave number = {v*k_fermi:.5f} eV")
print(f"chemical potential from midgap = {mu_doped:.5f} eV")
print(f"chemical potential above band edge = {mu_doped-m:.5f} eV")
print(f"ratio m/mu = {m/mu_doped:.5f}")
centre = interband_curvature(dirac(0.0, 0.0, 1, m), v * SX, v * SY, 0)
print(f"valence curvature at valley centre, tau=+1 = {centre:.2f} angstrom^2")
print(f"half-flux radius = {k_half:.5f} angstrom^-1")
print(f"share of flux inside that radius = {half_share:.6f}")
print(f"full valence flux, tau=+1 = {full_flux:.6f} rad")
print(f"Fermi-circle Berry phase, conduction, tau=+1 = {fermi_phase:.5f} rad")
print("driven velocity / predicted anomalous velocity, three cases = "
      + ", ".join(f"{r:.5f}" for r in velocity_ratio))
for tau in (1, -1):
    print(f"tau={tau:+d}, one spin: gap {hall_numeric(tau, m, 0.0):+.5f}, "
          f"doped {hall_numeric(tau, m, mu_doped):+.5f} e^2/h")
print(f"conduction-band part, tau=+1, one spin = "
      f"{-flux(1, m, 1, 0.0, k_fermi)/(2*np.pi):+.5f} e^2/h")
print(f"conductance quantum e^2/h = {quantum_uS:.4f} microsiemens")
print(f"valley Hall, gap = {sigma_gap:.5f} e^2/h = {sigma_gap*quantum_uS:.3f} microsiemens")
print(f"valley Hall, doped = {sigma_doped:.5f} e^2/h = "
      f"{sigma_doped*quantum_uS:.3f} microsiemens")
print(f"largest charge Hall magnitude below 1e-7 e^2/h: "
      f"{max(abs(charge_hall(0.0)), abs(charge_hall(mu_doped))) < 1e-7}")
for mu in (-0.40, -0.20, 0.05, 0.15, 0.20, 0.40):
    print(f"mu = {mu:+.2f} eV: valley Hall = {valley_hall(mu):.5f} e^2/h")
for mass, values in ((0.10, lattice_a), (0.05, lattice_b)):
    print(f"lattice, m/hopping = {mass:.2f}: tau=+1 {values[1]:+.5f}, "
          f"tau=-1 {values[-1]:+.5f} e^2/h per spin")
print(f"ratio of the two lattice deficits from 1/2 = {deficit_ratio:.4f}")
print("tests ok")
```

It prints:

```
half gap m = 0.10 eV, full gap = 0.20 eV
velocity v = 3.0 eV angstrom
electron density n = 0.0010 angstrom^-2
density by counting states in a box = 0.001000 angstrom^-2
Fermi wave number = 0.05605 angstrom^-1
v times Fermi wave number = 0.16815 eV
chemical potential from midgap = 0.19564 eV
chemical potential above band edge = 0.09564 eV
ratio m/mu = 0.51115
valence curvature at valley centre, tau=+1 = 450.00 angstrom^2
half-flux radius = 0.05774 angstrom^-1
share of flux inside that radius = 0.500000
full valence flux, tau=+1 = 3.141593 rad
Fermi-circle Berry phase, conduction, tau=+1 = -1.53577 rad
driven velocity / predicted anomalous velocity, three cases = 0.99995, 0.99994, 0.99995
tau=+1, one spin: gap -0.50000, doped -0.25557 e^2/h
tau=-1, one spin: gap +0.50000, doped +0.25557 e^2/h
conduction-band part, tau=+1, one spin = +0.24443 e^2/h
conductance quantum e^2/h = 38.7405 microsiemens
valley Hall, gap = -2.00000 e^2/h = -77.481 microsiemens
valley Hall, doped = -1.02229 e^2/h = -39.604 microsiemens
largest charge Hall magnitude below 1e-7 e^2/h: True
mu = -0.40 eV: valley Hall = -0.50000 e^2/h
mu = -0.20 eV: valley Hall = -1.00000 e^2/h
mu = +0.05 eV: valley Hall = -2.00000 e^2/h
mu = +0.15 eV: valley Hall = -1.33333 e^2/h
mu = +0.20 eV: valley Hall = -1.00000 e^2/h
mu = +0.40 eV: valley Hall = -0.50000 e^2/h
lattice, m/hopping = 0.10: tau=+1 -0.46038, tau=-1 +0.46038 e^2/h per spin
lattice, m/hopping = 0.05: tau=+1 -0.48014, tau=-1 +0.48014 e^2/h per spin
ratio of the two lattice deficits from 1/2 = 1.9946
tests ok
```
